\section*{Which State Does a Converged Coupled-Cluster Solution Describe?}

\section{What convergence certifies}

\textbf{Q:} I ran CCSD on rectangular H$_4$. The orbitals are a stationary closed-shell RHF solution with a positive gap, DIIS converged, and the residual norm is about $10^{-12}\,E_\mathrm{h}$. I therefore have the CCSD ground state. What else could it be?

\textbf{A:} It could be an excited state. The residual tells you that you have solved the amplitude equations. These are polynomial equations, and they can have several solutions. With a reference determinant $|0\rangle$ and $T=\sum_\mu t_\mu\tau_\mu$, the equations are
\begin{equation}
\Omega_\mu(t)=\langle\mu|e^{-T}He^{T}|0\rangle=0,\qquad
E=\langle 0|e^{-T}He^{T}|0\rangle .
\end{equation}
Nothing in them asks for the lowest energy. I take all quantities real, write $|\mu\rangle=\tau_\mu|0\rangle$, and choose the bras so that $\langle\mu|\nu\rangle=\delta_{\mu\nu}$.

\textbf{Q:} Can you show me two solutions in a case I can do by hand?

\textbf{A:} Keep one doubly excited determinant $|\Phi\rangle=\tau|0\rangle$. Let $K=\langle\Phi|H|0\rangle$ and $d=\langle\Phi|H|\Phi\rangle-\langle0|H|0\rangle$. Since $\tau^2=0$ here, $e^{\pm T}=1\pm t\tau$, and
\begin{align}
\Omega&=\langle\Phi|(1-t\tau)H(|0\rangle+t|\Phi\rangle)\nonumber\\
&=K+t\langle\Phi|H|\Phi\rangle-t\left(\langle0|H|0\rangle+tK\right)
=K+dt-Kt^2 .
\end{align}
The term $-t\tau$ contributes the bracket because $\langle\Phi|\tau=\langle0|$ in this two-determinant space. The energy is $E=\langle0|H|0\rangle+Kt$. Solving the quadratic gives
\begin{equation}
Kt_\pm=\tfrac12(d\pm S),\qquad S=\sqrt{d^2+4K^2}.
\end{equation}
These are the two eigenvalues of the $2\times2$ Hamiltonian, measured from the reference energy. The root $t_-$ is the ground state and $t_+$ is the excited state. Both have zero residual.

\textbf{Q:} Surely the ground state is the one with small amplitudes?

\textbf{A:} That depends on the reference. Take $|K|\ll|d|$, so that $S\simeq|d|+2K^2/|d|$. If $d>0$, the reference is the lower determinant and $t_-\simeq-K/d$ is small. If $d<0$, then $t_+\simeq K/|d|$ is small, while $t_-\simeq-|d|/K$ is large. The small root belongs to the state that resembles the reference, whether or not that state is the lowest.

\section{What the Jacobian adds}

\textbf{Q:} If the residual cannot distinguish the roots, what can?

\textbf{A:} Its derivative can. The excitation operators commute, so $\partial e^{T}/\partial t_\nu=\tau_\nu e^{T}$ and $\partial e^{-T}/\partial t_\nu=-e^{-T}\tau_\nu$. Hence
\begin{equation}
A_{\mu\nu}=\frac{\partial\Omega_\mu}{\partial t_\nu}
=\langle\mu|e^{-T}(H\tau_\nu-\tau_\nu H)e^{T}|0\rangle
=\langle\mu|[\bar H,\tau_\nu]|0\rangle,
\end{equation}
where $\bar H=e^{-T}He^{T}$. The last form again uses $[\tau_\nu,T]=0$. In the model, $A=d-2Kt$, so $A(t_\pm)=\mp S$. It is plus the gap at the ground root and minus the gap at the excited root.

\textbf{Q:} Is that special to one amplitude?

\textbf{A:} No. Suppose first that $T$ is untruncated within a symmetry sector, and that the target state $k$ overlaps the reference. All residuals vanish, so $\bar H|0\rangle$ has no excited component and $\bar H|0\rangle=E_k|0\rangle$. Then
\begin{equation}
A_{\mu\nu}=\langle\mu|\bar H|\nu\rangle-\langle\mu|\tau_\nu\bar H|0\rangle
=\langle\mu|\bar H|\nu\rangle-E_k\delta_{\mu\nu}.
\end{equation}
In the basis $\{|0\rangle,|\mu\rangle\}$ the transformed Hamiltonian is therefore
\begin{equation}
\bar H=\begin{pmatrix}E_k & b\\ 0 & A+E_k\mathbf 1\end{pmatrix},
\end{equation}
with some row $b$ that does not affect the spectrum. A similarity transformation preserves eigenvalues, so this matrix has the eigenvalues $E_j$ of $H$. Removing the one from the upper left corner leaves
\begin{equation}
\operatorname{spec}A=\{E_j-E_k:\ j\ne k\}.
\label{spectrum}
\end{equation}
The number of negative eigenvalues equals the number of states of that sector below state $k$.

\textbf{Q:} But I use CCSD.

\textbf{A:} Then equation~(\ref{spectrum}) becomes an approximation. With truncation, $\bar H|0\rangle$ retains components on determinants $|q\rangle$ of higher excitation. Since $\tau_\nu$ raises the excitation level further, $\langle\mu|\tau_\nu|q\rangle=0$ for singles and doubles $\mu$. So $A=\langle\mu|\bar H|\nu\rangle-E\delta_{\mu\nu}$ still holds, and this is the EOM-CCSD matrix. Within the reference, singles and doubles the zero below the diagonal survives, because those residuals vanish. In the full space it does not, since $\langle q|\bar H|0\rangle\ne0$, so $E$ need not be an eigenvalue of $H$. Moreover $A$ is now only a block of $\bar H-E$, and its coupling to the $|q\rangle$ is ignored. A negative eigenvalue then means that EOM-CCSD sees a lower state. This is strong evidence if the eigenvalue is large compared with the EOM error, and weak evidence if it is not.

\section{How DIIS gets there}

\textbf{Q:} My iteration uses positive orbital-energy denominators. Doesn't that steer it downhill?

\textbf{A:} The plain iteration does have a protection of this kind. Let $\mathbf D$ be the diagonal matrix of denominators, and let $\alpha>0$ be a damping factor:
\begin{equation}
t\leftarrow t-\alpha\mathbf D^{-1}\Omega(t).
\end{equation}
Near a root, $\Omega\simeq A\,\delta t$, so the error is multiplied by $\mathbf 1-\alpha\mathbf D^{-1}A$. Suppose $A$ is nonsingular with an odd number of negative real eigenvalues. Complex eigenvalues of a real matrix come in conjugate pairs, whose products are positive, so $\det A<0$. With $\mathbf D>0$ also $\det(\mathbf D^{-1}A)<0$, and by the same counting $\mathbf D^{-1}A$ has at least one negative real eigenvalue, say $-\kappa$. The corresponding multiplier is $1+\alpha\kappa>1$. Any small error with a component in that direction grows, for every positive $\alpha$. If the number of negative eigenvalues is even, the determinant settles nothing.

\textbf{Q:} And DIIS removes this protection?

\textbf{A:} It can. DIIS combines stored vectors, with coefficients summing to one, so as to make the combined error small. It looks for a zero of an interpolated residual, and a zero is equally acceptable whether the slope is positive or negative.

In the one-amplitude model with two stored vectors you can see this completely. Let $e_i=-\Omega(t_i)/D$. The conditions $c_0+c_1=1$ and $c_0e_0+c_1e_1=0$ give $c_1=e_0/(e_0-e_1)$. The new point is
\begin{align}
t_2&=c_0(t_0+e_0)+c_1(t_1+e_1)=t_0+c_1(t_1-t_0)\nonumber\\
&=t_0-\Omega(t_0)\frac{t_1-t_0}{\Omega(t_1)-\Omega(t_0)} .
\end{align}
This is the secant method; the denominator $D$ has cancelled and survives only through the choice of $t_1$. Start from $t_0=0$. The first step is plain, $t_1=-K/D$. The secant slope of $K+dt-Kt^2$ is $d-K(t_0+t_1)=d+K^2/D$, and so
\begin{equation}
t_2=-\frac{K}{d+K^2/D}.
\end{equation}
The first step has $Kt_1=-K^2/D<0$, the sign of the ground root. But if $d<-K^2/D$, then $Kt_2>0$, the sign of the excited root. The extrapolation has reversed the direction.

\textbf{Q:} Why does it then stay there, if that root repels?

\textbf{A:} It repels the plain iteration. Write $\varepsilon_i=t_i-t_+$, so that $\Omega=-S\varepsilon-K\varepsilon^2$. Inserting this in the secant formula gives
\begin{equation}
\varepsilon_{n+1}=\frac{K\,\varepsilon_n\varepsilon_{n-1}}{S+K(\varepsilon_n+\varepsilon_{n-1})}.
\label{secant}
\end{equation}
The new error is proportional to the product of the two previous ones. Once these are small, the iteration converges, and at $t_-$ the same holds with $S$ replaced by $-S$. Newton's method is equally indifferent to the sign of the slope.

\section{Your calculation on H$_4$}

\textbf{Q:} My sides are $2.0$ and $2.3$ bohr, in STO-3G. I carried the orbitals over from a geometry on the other side of the square.

\textbf{A:} That explains the reference. The four orbitals $a_g$, $b_{2u}$, $b_{3u}$ and $b_{1g}$ all have different symmetry, so they are fixed by symmetry alone. Both $a_g^2b_{2u}^2$ and $a_g^2b_{3u}^2$ are stationary RHF determinants. Their energies are $-1.8936$ and $-1.6594\,E_\mathrm{h}$, and you are using the higher one. In its own field the $b_{2u}$ orbital still lies $0.2623\,E_\mathrm{h}$ above $b_{3u}$, so the orbital gap gives no warning.

Put these two determinants into the model. We have $K=0.0834$, $d=-1.8936+1.6594=-0.2342$ and $D=2\times0.2623=0.5246$, all in $E_\mathrm{h}$. The threshold is $-K^2/D=-0.0132\,E_\mathrm{h}$, and $d$ is far below it. The first step goes to $t_1=-0.159$, and the extrapolation to
\begin{equation}
t_2=\frac{0.0834}{0.2342-0.0132}=0.377 .
\end{equation}
The excited root is at $0.320$ and the ground root at $-3.129$. With $S=0.2875\,E_\mathrm{h}$, equation~(\ref{secant}) takes the errors $-0.478$ and $0.058$ to about $-0.009$. The model converges to the excited root.

\textbf{Q:} What about the actual CCSD equations?

\textbf{A:} There are six independent amplitudes in the singlet $A_g$ sector; singles vanish by symmetry. Starting DIIS from zero amplitudes gives the following, with full CI in the same basis for comparison.
\begin{center}
\begin{tabular}{lcc}
\hline
Reference & $a_g^2b_{2u}^2$ & $a_g^2b_{3u}^2$\\
\hline
CCSD energy ($E_\mathrm{h}$) & $-2.0023$ & $-1.7553$\\
Nearest full-CI state ($E_\mathrm{h}$) & $-2.0019$ & $-1.7530$\\
Largest $|t|$ & $0.344$ & $0.344$\\
Lowest eigenvalue of $A$ ($E_\mathrm{h}$) & $+0.2473$ & $-0.2358$\\
\hline
\end{tabular}
\end{center}
Your solution has a weight of $0.999$ on the second full-CI state of the sector. Taking it for the ground state costs $0.2469\,E_\mathrm{h}$, or $6.72$~eV, relative to CCSD from the lower reference. PySCF's CCSD solver, with its own DIIS and an MP2 start, reaches the same two energies. The largest amplitude does not separate the two cases, but the sign of the lowest Jacobian eigenvalue does.

\textbf{Q:} How good is that eigenvalue as an energy?

\textbf{A:} Adding it to your energy gives $-1.755-0.236=-1.991\,E_\mathrm{h}$, which is $0.011\,E_\mathrm{h}$ above the full-CI ground state. The full-CI gap is $0.2490\,E_\mathrm{h}$, so the eigenvalue is off by $0.013\,E_\mathrm{h}$ in magnitude. The sign is safe here because the gap is much larger than this error. When the quadruple amplitude is included, the lowest eigenvalue becomes $-0.2490\,E_\mathrm{h}$, as equation~(\ref{spectrum}) requires. That equation was tested for seven of the eight states in the sector. The eighth, whose reference coefficient is $0.026$, fell below a cutoff of $0.05$ set in the program; the derivation itself needs only a nonzero coefficient.

\section{Objections and limits}

\textbf{Q:} My spin-orbital code, which keeps only excitations that conserve $S_z$, reports two negative eigenvalues, $-0.236$ and $-0.148\,E_\mathrm{h}$. Are there two lower states?

\textbf{A:} There are two according to EOM-CCSD, but only the first is in your sector. Because $T$ is a totally symmetric singlet, $\bar H$ does not mix symmetries, and $A$ splits into blocks. The block of another spin or spatial symmetry gives the EOM-CCSD estimates of the energies of that symmetry relative to your root. The eigenvalue $-0.148\,E_\mathrm{h}$ belongs to a triplet; with spin-flip excitations included it would appear three times, once for each component. Full CI puts that triplet $0.177\,E_\mathrm{h}$ below the second singlet $A_g$ state, so this eigenvalue is off by $0.029\,E_\mathrm{h}$, about twice the error of the singlet one. Had you found only the $-0.148\,E_\mathrm{h}$ eigenvalue, your root could still have been the lowest singlet $A_g$ state. Decide first which state you want, and then count in its sector.

\textbf{Q:} If I switch DIIS off, does the protection work?

\textbf{A:} In this case it does. At your root the largest multiplier of the plain iteration is $1.418$, and a small displacement was found to grow by that factor per step. Started from zero in the same higher reference, the plain iteration converges in 50 iterations to a different root, at $-2.0195\,E_\mathrm{h}$. Newton's method started from the doubles amplitudes of the full-CI ground state finds the same energy. So your reference supports both roots.

\textbf{Q:} Then I can keep my reference and take that one?

\textbf{A:} I would not. Its lowest sector eigenvalue is positive, $+0.325\,E_\mathrm{h}$, and $0.967$ of its weight is on the ground state. But its largest amplitude is $2.6$ in magnitude, and its energy is $0.018\,E_\mathrm{h}$ \emph{below} full CI. CCSD energies are not upper bounds, so a lower energy is not automatically a better one. From the lower reference the deviation is $0.0003\,E_\mathrm{h}$, also below. A positive spectrum says that EOM-CCSD finds nothing lower in the sector. It does not say that the description is accurate.

\textbf{Q:} Would I have noticed the problem in a scan?

\textbf{A:} That depends on where you started. With your reference and DIIS from zero, a longer side of $2.1$ bohr gives $-1.9637\,E_\mathrm{h}$, a ground-state root with lowest eigenvalue $+0.188\,E_\mathrm{h}$. At $2.2$ bohr the energy is $-1.7749\,E_\mathrm{h}$ and the eigenvalue is $-0.190\,E_\mathrm{h}$. A scan across these points shows a jump of $0.189\,E_\mathrm{h}$. A scan that begins at $2.2$ bohr gives $-1.7749$, $-1.7553$ and $-1.7340\,E_\mathrm{h}$ in steps of $0.1$ bohr, with no jump to notice. The energy rises along it, while the full-CI ground state falls from $-1.9777$ to $-2.0249\,E_\mathrm{h}$.

\textbf{Q:} Does your model explain the switch between $2.1$ and $2.2$ bohr?

\textbf{A:} No. It shows only that the first extrapolation can fall on either side. At the square, symmetry makes $d=0$, and the first extrapolation is $t_2=-D/K$, on the ground side. For sufficiently negative $d$ it is on the excited side. At $2.1$ bohr the model has $d=-0.083\,E_\mathrm{h}$ against a threshold of $-0.010\,E_\mathrm{h}$ and already converges to the excited root, while the CCSD iteration still reaches the ground root. The real iteration has six coupled amplitudes instead of one. The position of its switch is an observation from the calculation and is not derived here.

\textbf{Q:} So what should I do after convergence?

\textbf{A:} Compute the lowest eigenvalues of $A$ in the target sector, and make sure the eigenvalue solver does not discard negative ones. If one is clearly negative, look for another reference, here $a_g^2b_{2u}^2$, solve again, and repeat the check. If the lowest eigenvalue is close to zero on the scale of the EOM error, its sign does not decide the question, and a higher truncation level or a multireference treatment is needed. The numerical output below gives most of the values to more digits. Full CI there is exact within STO-3G; it leaves out everything that a larger basis would add, so none of these energies is a prediction for real H$_4$. In 6-31G the higher reference again leads CCSD with DIIS to the second singlet $A_g$ state, but the cost of the wrong root falls from $0.247$ to $0.163\,E_\mathrm{h}$ and the lowest singlet eigenvalue moves from $-0.236$ to $-0.147\,E_\mathrm{h}$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
H4 sides: 2.00 x 2.30 bohr, STO-3G
full CI, lowest two singlet Ag energies: -2.001941 -1.752991 hartree
lower reference ag2 b2u2 energy: -1.893619 hartree
higher reference ag2 b3u2 energy: -1.659388 hartree
higher reference, b2u minus b3u orbital energy: 0.262315 hartree
untruncated CC, state 0: lowest Jacobian eigenvalue 0.248950 hartree, negative count 0
untruncated CC, state 1: lowest Jacobian eigenvalue -0.248950 hartree, negative count 1
states for which the exact spectrum was tested: 0 1 2 4 5 6 7
model: K 0.083368, d -0.234231, denominator D 0.524630 hartree
model: -K^2/D threshold for d: -0.013248 hartree
model DIIS t: first step -0.158909, extrapolated 0.377262, final 0.319574
model: ground-root t -3.129164; Jacobian at final t -0.287516 hartree
CCSD, lower reference: energy -2.002273 hartree, 12 DIIS iterations
  PySCF CCSD energy: -2.002273 hartree
  residual norm 1.7e-12 hartree; largest |t| 0.3441
  weight on full-CI states 0 and 1: 0.99999 0.00000
  two lowest sector Jacobian eigenvalues: 0.247322 0.877279 hartree
  all Sz=0 symmetries: 0 negative, lowest three 0.063729 0.247322 0.285505 hartree
CCSD, higher reference: energy -1.755348 hartree, 16 DIIS iterations
  PySCF CCSD energy: -1.755348 hartree
  residual norm 3.3e-12 hartree; largest |t| 0.3439
  weight on full-CI states 0 and 1: 0.00011 0.99893
  two lowest sector Jacobian eigenvalues: -0.235836 0.583056 hartree
  all Sz=0 symmetries: 2 negative, lowest three -0.235836 -0.147668 0.039288 hartree
energy error from taking the wrong root: 0.246925 hartree = 6.719 eV
wrong root energy plus negative eigenvalue: -1.991184 hartree
plain iteration near wrong root: multiplier 1.41828, measured growth 1.41828
plain iteration from zero, higher reference: converged True, 50 iterations
  last energy -2.019530 hartree, residual norm 9.2e-12 hartree, ground weight 0.96700
Newton from ground-state amplitudes: energy -2.019530 hartree, residual norm 9.0e-16 hartree
  largest |t| 2.6160, lowest Jacobian eigenvalue 0.324614 hartree, ground weight 0.96700
scan, higher reference, DIIS from zero (side in bohr, energies in hartree):
  side 2.1: converged True, CCSD -1.963691, full CI -1.954834 -1.786793, lowest eigenvalue 0.187838
  side 2.2: converged True, CCSD -1.774949, full CI -1.977702 -1.772737, lowest eigenvalue -0.190489
  side 2.3: converged True, CCSD -1.755348, full CI -2.001941 -1.752991, lowest eigenvalue -0.235836
  side 2.4: converged True, CCSD -1.734047, full CI -2.024869 -1.731354, lowest eigenvalue -0.280476
\end{verbatim}
